**Heading error from the nonlinear Zeeman effect in ³⁹K and ¹³³Cs**

For H = A I·J + μ_B B(g_J J_z + g_I I_z) with J = 1/2, N = 2I+1, n = 2I, hyperfine splitting D, x = (g_J−g_I)μ_B B/D, f = Dx/N, q = f²/D and ν₀ = f + g_I μ_B B, the lines of F = I+1/2 lie at ν₀ − 2q m̄ + (f³/D²)(6m̄² + 1/2 − N²/2), with m̄ = m − 1/2. For a state axially symmetric about a pump axis k at angle θ to B, the centroid of the ⟨F₊⟩ spectrum is ν₀ − κq cosθ, with κ = (3⟨F_k²⟩ − F(F+1))/⟨F_k⟩. Against diagonalisation and propagation of the full uncoupled-basis Hamiltonian, the program asserts the Breit-Rabi levels, the line formula for both manifolds, the binomial weights and closed-form precession of the fully pumped state, the unshifted rate at t = 0, the centroid law for several populations (no second-order shift for pure orientation), the B² scaling and the cubic residual after reversal. It also asserts the broad-line skew term and the narrow-line pulling formula for the zero of the dispersive signal with half-width G. Inputs are B = 50 μT, the SI caesium splitting, rough values for the potassium splitting and both nuclear moments, the free-electron g_J, and model widths. The output gives line spacings of 534 Hz (K) and 6.68 Hz (Cs). A turn from 30° to 50° moves the lock by 1.47 nT for Cs and 0.054 nT for K at G = 20 Hz, and by 25 nT for K at G = 5 kHz, while going from 30° to 150° makes narrow-line K jump by 228.5 nT to the opposite end line.

## Verification by program

```python
# Heading error from the nonlinear Zeeman effect in alkali ground states (J=1/2).
# H/h = A I.J + muB B (gJ Jz + gI Iz); N=2I+1; D=A N/2; x=(gJ-gI) muB B/D;
# f=D x/N; q=f^2/D; nu0=f+gI muB B; mb=m-1/2; n=2I; th=angle(pump axis k, B).
# Under test: lines of F=I+1/2: nu_m = nu0 - 2 q mb + (f^3/D^2)(6 mb^2+1/2-N^2/2);
# centroid of the <F+> spectrum = nu0 - kappa q cos(th),
# kappa=(3<Fk^2>-F(F+1))/<Fk>; lock point (zero of dispersion, HWHM G):
# broad: centroid - 2 n q^3 sin^2 cos/G^2 ; narrow: line + G^2 sum_j r_j/(2 q j).
# Reference side: diagonalisation of the full uncoupled-basis Hamiltonian.
import numpy as np
import sympy as sp
from math import comb
from scipy.constants import physical_constants as pc
from scipy.linalg import eigh, expm
from scipy.optimize import brentq

muB = pc['Bohr magneton in Hz/T'][0]
muN = pc['nuclear magneton in MHz/T'][0] * 1e6
gJ = abs(pc['electron g factor'][0])
B0, G0 = 50e-6, 20.0
rng = np.random.default_rng(1)

def spin(j):
    m = j - np.arange(int(round(2*j)) + 1)
    return np.diag(m), np.diag(np.sqrt(j*(j+1) - m[1:]*(m[1:]+1)), 1)

class Atom:
    def __init__(s, name, I, D, mu, B):
        s.name, s.I, s.D, s.mu, s.B = name, I, D, mu, B
        s.N = int(round(2*I+1)); s.n = s.N-1; s.F = s.N//2
        s.gI = -mu*muN/(I*muB)
        iz, ip = spin(I); jz, jp = spin(0.5)
        eI, eJ = np.eye(s.N), np.eye(2)
        Iz, Ip, s.Jz, s.Jp = np.kron(iz, eJ), np.kron(ip, eJ), np.kron(eI, jz), np.kron(eI, jp)
        s.IJ = Iz@s.Jz + 0.5*(Ip@s.Jp.T + Ip.T@s.Jp)
        s.Fz, s.Fp = Iz+s.Jz, Ip+s.Jp
        s.H = 2*D/s.N*s.IJ + muB*B*(gJ*s.Jz + s.gI*Iz)
        s.E, s.V = eigh(s.H)
        s.x = (gJ-s.gI)*muB*B/D; s.f = D*s.x/s.N; s.q = s.f**2/D
        s.c3 = s.f**3/D**2; s.nu0 = s.f + s.gI*muB*B; s.gam = s.nu0/B*1e-9
        s.c3max = s.c3*max(abs(s.cub(m-0.5)) for m in range(-s.F+1, s.F+1))
    def cub(s, mb): return 6*mb**2 + 0.5 - s.N**2/2
    def Fk(s, th): return np.cos(th)*s.Fz + np.sin(th)*0.5*(s.Fp+s.Fp.T)
    def upper_states(s, th):   # zero-field F=I+1/2 states along k, increasing m_k
        e, v = eigh(s.IJ + 1e-3*s.Fk(th)); return v[:, e > 0]
    def rho(s, th, pops):
        v = s.upper_states(th); return v@np.diag(pops/np.sum(pops))@v.T
    def stretched(s, th):
        v = eigh(s.Fk(th))[1][:, -1]; return np.outer(v, v)
    def spectrum(s, rho):      # all frequencies (minus nu0) and amplitudes of <F+>(t)
        Fab = s.V.T@s.Fp@s.V
        return s.E[:, None]-s.E[None, :]-s.nu0, Fab*(s.V.T@rho@s.V).T, Fab
    def lines(s, rho):
        nu, w, Fab = s.spectrum(rho)
        k = (abs(nu) < 0.1*s.nu0) & (abs(Fab) > 1e-3)
        o = np.argsort(nu[k]); assert len(o) == 2*s.F
        return nu[k][o], w[k][o]/w[k].sum()
    def centroid(s, rho):
        nu, w = s.lines(rho); return nu@w
    def lock(s, rho, G):
        nu, w, _ = s.spectrum(rho); ln, lw = s.lines(rho)
        g = lambda y: np.sum(w*(y-nu)/(G*G+(y-nu)**2))
        if G < s.q:
            c = ln[np.argmax(lw)]; return brentq(g, c-G, c+G, xtol=1e-10), c
        sg = np.sign([g(y) for y in np.linspace(ln[0], ln[-1], 801)])
        assert np.sum(sg[1:] != sg[:-1]) == 1      # unique lock point
        return brentq(g, ln[0], ln[-1], xtol=1e-10), None

def kappa(F, pops):
    m = np.arange(-F, F+1); p = pops/np.sum(pops)
    return (3*p@m**2 - F*(F+1))/(p@m)

a, x = sp.symbols('a x')
ser = sp.series(sp.sqrt(1+2*a*x+x**2), x, 0, 4).removeO()
assert sp.expand(ser-(1+a*x+(1-a**2)*x**2/2-a*(1-a**2)*x**3/2)) == 0

par = [('K39', 1.5, 0.46e9, 0.39),
       ('Cs133', 3.5, pc['hyperfine transition frequency of Cs-133'][0], 2.6)]
print(f"B = {B0*1e6:.0f} uT, model HWHM G = {G0:.0f} Hz, gJ (free electron) = {gJ:.6f}")
print(f"muB/h = {muB:.6e} Hz/T, muB B/h = {muB*B0:.1f} Hz, muN/h = {muN:.6e} Hz/T")
print("rough inputs: D(K39), both nuclear moments; D(Cs133) is the SI value")
P = 0.5; beta = 2*np.arctanh(P)
print(f"partial polarisation P = {P}, beta = {beta:.4f}")
atoms = {}
for p in par:
    for B in (B0, 1e-2, 1.0):     # Breit-Rabi against diagonalisation
        s = Atom(*p, B); br = []
        for m in range(-s.F, s.F+1):
            c = -s.D/(2*s.N) + s.gI*muB*B*m
            if abs(m) == s.F: br.append(c + s.D/2*(1+np.sign(m)*s.x))
            else:
                r = s.D/2*np.sqrt(1+4*m*s.x/s.N+s.x**2); br += [c+r, c-r]
        assert np.max(abs(np.sort(br)-s.E)) < 1e-13*np.max(abs(s.E))
    s = Atom(*p, B0); atoms[s.name] = s; F, n, q = s.F, s.n, s.q
    e, v = eigh(s.IJ + 1e-3*s.Fz)  # level-repulsion matrix element
    up, lo = v[:, e > 0], v[:, e < 0]
    for m in range(-F+1, F):
        assert abs((lo[:, m+F-1]@s.Jz@up[:, m+F])**2 - (1-(2*m/s.N)**2)/4) < 1e-10
    lab = {(s.E[i] > 0, int(round(s.V[:, i]@s.Fz@s.V[:, i]))): s.E[i] for i in range(2*s.N)}
    tol4 = 1.1*s.D*s.x**4/s.N + 5e-5   # quartic bound plus eigenvalue round-off
    for m in range(-F+1, F+1):
        assert abs(lab[True, m]-lab[True, m-1]-(s.nu0-q*(2*m-1)+s.c3*s.cub(m-.5))) < tol4
    off = 2*abs(s.gI)*muB*B0
    for m in range(-F+2, F):
        assert abs(lab[False, m-1]-lab[False, m]-(s.nu0+off-q*(2*m-1)+s.c3*s.cub(m-.5))) < tol4
    ms = np.arange(-F, F+1)
    for th in (0.4, 1.0, 2.2):
        r = s.stretched(th); nu, w = s.lines(r); pp = np.cos(th/2)**2
        wb = np.array([comb(n, j)*pp**(n-j)*(1-pp)**j for j in range(n+1)])
        assert np.max(abs(w-wb)) < 5*s.x**2 + 1e-8
        t = 0.3/(2*np.pi*q)
        U = s.V@np.diag(np.exp(-2j*np.pi*s.E*t))@s.V.T
        z = np.trace(U@r@U.conj().T@s.Fp)/np.trace(r@s.Fp)*np.exp(-2j*np.pi*s.nu0*t)
        assert abs(z-(np.cos(0.3)-1j*np.cos(th)*np.sin(0.3))**n) < 3*s.x  # cubic phase is O(x)
        slope = np.trace(r@(s.H@s.Fp-s.Fp@s.H))/np.trace(r@s.Fp)
        assert abs(slope-s.nu0) < 1e-3
        full = expm(beta*s.Fk(th)); Jk = np.cos(th)*s.Jz+np.sin(th)*0.5*(s.Jp+s.Jp.T)
        assert abs(2*np.trace(full@Jk)/np.trace(full)-P) < 1e-10
        for pops in (np.exp(beta*ms), np.sort(rng.random(2*F+1))**3, (ms == F)*1.0):
            nu, w = s.lines(s.rho(th, pops))
            assert abs(nu@w+kappa(F, pops)*q*np.cos(th)) < 1.1*s.c3max*abs(w).sum()+1e-4
        assert abs(s.centroid(s.rho(th, 1+0.2*ms))) < 1.1*s.c3max+1e-4   # no alignment
    assert abs(kappa(F, np.exp(1e-2*ms))/(1e-2*(2*F-1)*(2*F+3)/10)-1) < 1e-3
    th = np.radians(30)
    ca, cb = s.centroid(s.stretched(th)), s.centroid(s.stretched(np.pi-th))
    res3 = s.c3*(1.5*(n*np.sin(th)**2+n*n*np.cos(th)**2)+0.5-s.N**2/2)
    assert abs((ca+cb)/2-res3) < 0.03*abs(res3)+5e-5
    h = Atom(*p, B0/2)
    dh = h.centroid(h.stretched(th))-h.centroid(h.stretched(np.pi-th))
    ratio = ((ca-cb)/s.gam)/(dh/h.gam)
    assert abs(ratio-4) < 1e-3
    kP = kappa(F, np.exp(beta*ms))
    print(f"--- {s.name}: I = {s.I}, D = {s.D:.6e} Hz, mu = {s.mu} muN, gI = {s.gI:.4e}")
    print(f"x = {s.x:.4e}, f = {s.f:.1f} Hz, nu0 = {s.nu0:.1f} Hz, gamma = {s.gam:.4f} Hz/nT")
    print(f"q = {q:.4f} Hz, spacing 2q = {2*q:.3f} Hz = {2*q/s.gam:.3f} nT, 2q/G = {2*q/G0:.3f}")
    print(f"span 2nq = {2*n*q:.2f} Hz = {2*n*q/s.gam:.2f} nT")
    print(f"lower-manifold offset = {off:.1f} Hz")
    print(f"f^3/D^2 = {s.c3:.3e} Hz, largest cubic term = {s.c3max:.3e} Hz = {s.c3max/s.gam:.3e} nT")
    print(f"stretched: kappa = {kappa(F, (ms == F)*1.0):.3f}, kappa q = {n*q:.3f} Hz = {n*q/s.gam:.3f} nT")
    print(f"P=0.5: kappa = {kP:.4f}, kappa q = {kP*q:.3f} Hz = {kP*q/s.gam:.3f} nT")
    print(f"end line strongest for th < {np.degrees(2*np.arctan(n**-0.5)):.1f} deg")
    print(f"mean of 30 and 150 deg centroids - nu0 = {(ca+cb)/2:.3e} Hz = {(ca+cb)/2/s.gam:.3e} nT")
    print(f"field error ratio, 50 uT over 25 uT = {ratio:.4f}")

K, Cs = atoms['K39'], atoms['Cs133']
th, G = np.pi/4, 100.0      # broad limit; next order is about 7 mu2/G^2 = 3 percent
r = Cs.stretched(th)
skew = -2*Cs.n*Cs.q**3*np.sin(th)**2*np.cos(th)/G**2
assert abs((Cs.lock(r, G)[0]-Cs.centroid(r))/skew-1) < 0.05
print(f"Cs133 skew correction at 45 deg, G = {G:.0f} Hz: {skew:.4f} Hz")

for s, G in ((Cs, G0), (K, G0), (K, 5000.0)):
    print(f"--- lock point minus nu0, stretched state, {s.name}, G = {G:.0f} Hz")
    L = {}
    for d in (30, 50, 150):
        th = np.radians(d); y, c = s.lock(s.stretched(th), G); L[d] = y
        txt = f"{d} deg: -nq cos = {-s.n*s.q*np.cos(th):.3f} Hz, lock = {y:.3f} Hz"
        if c is not None:
            u = min(np.tan(th/2)**2, np.tan(th/2)**-2)
            pull = np.sign(np.cos(th))*G*G*sum(comb(s.n, j)*u**j/(2*s.q*j) for j in range(1, s.n+1))
            assert abs((y-c)/pull-1) < 0.02   # (G/2q)^2 and cubic changes of spacing
            txt += f", line {c:.3f} Hz, pull {pull:.3f} Hz"
        print(txt)
    sw, jp = L[50]-L[30], L[150]-L[30]
    print(f"swing 30->50 deg = {sw:.3f} Hz = {sw/s.gam:.3f} nT")
    print(f"reversal 30->150 deg = {jp:.2f} Hz = {jp/s.gam:.2f} nT")
    pred = s.n*s.q*(np.cos(np.radians(30))-np.cos(np.radians(50)))
    if G > s.q:
        assert abs(sw/pred-1) < 0.12   # skew term of order q^2/G^2 is left out of pred
        s.swing_broad = sw/s.gam
    else:
        assert abs(sw) < 1e-2*pred and abs(jp/(2*s.n*s.q)-1) < 1e-3
        s.swing_narrow = sw/s.gam
assert K.swing_narrow < 0.1*Cs.swing_broad < 0.1*K.swing_broad
print(f"q(K)/q(Cs) = {K.q/Cs.q:.1f}, swing ratio Cs/K at G = 20 Hz = {Cs.swing_broad/K.swing_narrow:.1f}")
print("ALL CHECKS PASSED")
```

Output:

```
B = 50 uT, model HWHM G = 20 Hz, gJ (free electron) = 2.002319
muB/h = 1.399624e+10 Hz/T, muB B/h = 699812.2 Hz, muN/h = 7.622593e+06 Hz/T
rough inputs: D(K39), both nuclear moments; D(Cs133) is the SI value
partial polarisation P = 0.5, beta = 1.0986
--- K39: I = 1.5, D = 4.600000e+08 Hz, mu = 0.39 muN, gI = -1.4160e-04
x = 3.0464e-03, f = 350336.7 Hz, nu0 = 350237.6 Hz, gamma = 7.0048 Hz/nT
q = 266.8169 Hz, spacing 2q = 533.634 Hz = 76.182 nT, 2q/G = 26.682
span 2nq = 1600.90 Hz = 228.55 nT
lower-manifold offset = 198.2 Hz
f^3/D^2 = 2.032e-01 Hz, largest cubic term = 1.219e+00 Hz = 1.741e-01 nT
stretched: kappa = 3.000, kappa q = 800.451 Hz = 114.273 nT
P=0.5: kappa = 1.8913, kappa q = 504.632 Hz = 72.041 nT
end line strongest for th < 60.0 deg
mean of 30 and 150 deg centroids - nu0 = 7.620e-01 Hz = 1.088e-01 nT
field error ratio, 50 uT over 25 uT = 4.0000
--- Cs133: I = 3.5, D = 9.192632e+09 Hz, mu = 2.6 muN, gI = -4.0457e-04
x = 1.5246e-04, f = 175191.3 Hz, nu0 = 174908.2 Hz, gamma = 3.4982 Hz/nT
q = 3.3388 Hz, spacing 2q = 6.678 Hz = 1.909 nT, 2q/G = 0.334
span 2nq = 46.74 Hz = 13.36 nT
lower-manifold offset = 566.2 Hz
f^3/D^2 = 6.363e-05 Hz, largest cubic term = 2.672e-03 Hz = 7.640e-04 nT
stretched: kappa = 7.000, kappa q = 23.371 Hz = 6.681 nT
P=0.5: kappa = 5.4271, kappa q = 18.120 Hz = 5.180 nT
end line strongest for th < 41.4 deg
mean of 30 and 150 deg centroids - nu0 = 1.670e-03 Hz = 4.774e-04 nT
field error ratio, 50 uT over 25 uT = 4.0000
Cs133 skew correction at 45 deg, G = 100 Hz: -0.0184 Hz
--- lock point minus nu0, stretched state, Cs133, G = 20 Hz
30 deg: -nq cos = -20.240 Hz, lock = -20.456 Hz
50 deg: -nq cos = -15.023 Hz, lock = -15.330 Hz
150 deg: -nq cos = 20.240 Hz, lock = 20.460 Hz
swing 30->50 deg = 5.127 Hz = 1.466 nT
reversal 30->150 deg = 40.92 Hz = 11.70 nT
--- lock point minus nu0, stretched state, K39, G = 20 Hz
30 deg: -nq cos = -693.211 Hz, lock = -799.064 Hz, line -799.232 Hz, pull 0.167 Hz
50 deg: -nq cos = -514.520 Hz, lock = -798.685 Hz, line -799.232 Hz, pull 0.545 Hz
150 deg: -nq cos = 693.211 Hz, lock = 801.504 Hz, line 801.670 Hz, pull -0.167 Hz
swing 30->50 deg = 0.379 Hz = 0.054 nT
reversal 30->150 deg = 1600.57 Hz = 228.50 nT
--- lock point minus nu0, stretched state, K39, G = 5000 Hz
30 deg: -nq cos = -693.211 Hz, lock = -693.409 Hz
50 deg: -nq cos = -514.520 Hz, lock = -516.045 Hz
150 deg: -nq cos = 693.211 Hz, lock = 694.952 Hz
swing 30->50 deg = 177.364 Hz = 25.321 nT
reversal 30->150 deg = 1388.36 Hz = 198.20 nT
q(K)/q(Cs) = 79.9, swing ratio Cs/K at G = 20 Hz = 27.1
ALL CHECKS PASSED
```
